Edge roughness spectra from two scans without a fitted noise floor

Suppose a resist process is accepted if the edge roughness of its lines, quoted as 3σ, is below 3.05 nm. The edges are measured by a scanning electron microscope whose scans are noisy. In the simulated case treated below, 400 edges are each scanned twice, and the true value for records of the length used is 2.971 nm. Single-scan spectra, averaged over the edges and taken at face value, give 4.005 nm. Subtracting a noise floor read from the short-wavelength end of the spectrum gives 3.123 nm, and the process is rejected. Multiplying the Fourier amplitudes of one scan by the complex conjugates of those of the other, and averaging over the edges, gives 2.978 nm with a standard error of 0.013 nm, and the process is accepted. The decision hangs on how the noise is removed.

**Two samples, by hand**

Take an edge sampled at two points, Δ = 2 nm apart, with displacements e = (+1, −1) nm. With N = 2 samples, the one Fourier amplitude that is not the mean is

X = √(Δ/N) (x₀ − x₁) = x₀ − x₁,

because Δ/N = 1 nm. The edge alone gives X = 2, so its spectrum is X² = 4 nm³.

Let each scan add an error of +1 or −1 nm, equally likely, to the first sample. A scan then gives X = 3 or X = 1. The average of X² over many single scans is

(9 + 1)/2 = 5 nm³,

which is the edge's 4 plus a noise power of 1. Nothing in the number 5 says how to split it.

Now scan twice with independent errors. The four equally likely pairs (X₁, X₂) are (3,3), (3,1), (1,3) and (1,1), and the average product is

(9 + 3 + 3 + 1)/4 = 4 nm³.

The noise has gone without having been estimated. If the error repeated in the second scan, only (3,3) and (1,1) would occur, and the average would be 5 again. Independence does the work.

The noise can also be seen separately. The squared half-sum ((X₁+X₂)/2)² takes the values 9, 4, 4, 1, with average 4.5. The squared half-difference takes 0, 1, 1, 0, with average 0.5. Their difference is 4. The half-difference contains no edge, so it measures noise alone.

Finally, remove the edge. Then X = ±1 in each scan, and the products are +1, −1, −1, +1, with average 0. Their moduli are all 1. The sign of the product must therefore be kept.

**The general statement**

Let N samples with step Δ cover a length L = NΔ. The scans are x₁ = e + n₁ and x₂ = e + n₂, where e is the edge displacement. Define

X_m = √(Δ/N) Σ_j x_j exp(−i k_m y_j), k_m = 2πm/L, y_j = jΔ.

The spectrum is two-sided in the frequency f = k/2π, has the unit nm³, and integrates over f to a variance. Write E, N₁ and N₂ for the amplitudes of e, n₁ and n₂ at one frequency. Then

X₁X₂* = |E|² + E N₂* + N₁E* + N₁N₂*.

Assume that the noises have zero mean and are uncorrelated with each other and with the edge. The last three terms average to zero, and

⟨X₁X₂*⟩ = ⟨|E|²⟩ = S_m.

No assumption about the noise spectrum was used: it may be white or coloured. A constant offset between the scans affects m = 0 alone, since Σ_j exp(−i k_m y_j) = 0 for the other frequencies.

To see what S_m is, let the edge be statistically uniform along the line, with autocovariance R(y). Then

S_m = (Δ/N) Σ_j Σ_j′ R(y_j − y_j′) exp[−i k_m (y_j − y_j′)].

The separation lΔ occurs for N − |l| pairs, so

S_m = Δ Σ_l (1 − |l|/N) R(lΔ) exp(−i k_m lΔ), |l| < N.

This is the spectrum of a sampled edge of finite length. The cross-spectrum removes noise bias, but not the effects of sampling and length.

The roughness follows by summation. Summed over all N frequencies, the exponentials leave equal positions only, so Σ_m X₁X₂* = Δ Σ_j x₁x₂. Dividing by L = NΔ gives the mean of x₁x₂. The m = 0 term contributes the product of the two means. Hence

(1/L) Σ_{m≠0} X₁X₂* = covariance of the two scans.

In the two-sample case this is 4/4 = 1 nm², the variance of (+1, −1). In general the expectation is R(0) − S₀/L. The subtracted part is roughness too long to be seen within the record.

**Sampling and length for a definite edge**

Let R(y) = σ² exp(−|y|/ξ), with correlation length ξ. For a continuous, infinite edge,

S_c(k) = ∫ R(y) exp(−iky) dy = 2σ²ξ/(1 + k²ξ²).

For a sampled edge, put a = exp(−Δ/ξ) and z = a exp(−ikΔ). The geometric series gives

S_s = σ²Δ [1 + 2 Re z/(1−z)] = σ²Δ Re (1+z)/(1−z)
 = σ²Δ (1 − a²)/(1 − 2a cos kΔ + a²)
 = σ²Δ sinh(Δ/ξ)/[cosh(Δ/ξ) − cos kΔ],

where the last line follows on dividing numerator and denominator by 2a. At the shortest resolved wavelength, 2Δ, and for Δ ≪ ξ, this tends to σ²Δ²/(2ξ), while S_c tends to 2σ²Δ²/(π²ξ). The ratio is π²/4 ≈ 2.47: aliasing more than doubles the spectrum there.

The factor 1 − |l|/N adds a leakage term. For Δ ≪ ξ ≪ L and kΔ small, it is

−(1/L) ∫ |y| R(y) exp(−iky) dy = −(2σ²/L) Re (1/ξ + ik)⁻²
 = −(2σ²ξ²/L)(1 − k²ξ²)/(1 + k²ξ²)².

Relative to S_c this is (ξ/L)(k²ξ² − 1)/(k²ξ² + 1): a loss of about ξ/L at long wavelengths and a gain of about ξ/L at short ones.

**Error bars**

Let both scans have noise spectrum Q, and let P = S + Q. Treat the amplitudes as Gaussian complex numbers with random phase, so that averages such as ⟨X₁X₂⟩ vanish. This is an approximation for a finite record, and it excludes m = 0 and the shortest wavelength, where X is real. A fourth-order Gaussian average is the sum over its pairings. With C = X₁X₂*,

⟨|C|²⟩ = ⟨X₁X₂*⟩⟨X₁*X₂⟩ + ⟨|X₁|²⟩⟨|X₂|²⟩ = S² + P²,
⟨C²⟩ = 2⟨X₁X₂*⟩² = 2S².

Since (Re C)² = (|C|² + Re C²)/2 and (Im C)² = (|C|² − Re C²)/2,

Var Re C = (P² + 3S²)/2 − S² = (P² + S²)/2,
Var Im C = (P² − S²)/2.

The imaginary part has zero mean when the scans are aligned, so it adds nothing to the mean spectrum and is dropped.

Edges in one image may share noise, because a beam displaced sideways moves them all. Let this jitter have spectrum J, and let the image contain n otherwise independent edges. For two edges a and b, the extra pairing in ⟨C_a C_b*⟩ is ⟨X₁ₐX₁ᵦ*⟩⟨X₂ₐ*X₂ᵦ⟩ = J². The average ⟨C_a C_b⟩ has no such term, since the jitter of one scan is independent of that of the other. The covariance of the real parts is therefore J²/2. Each of M edges has n − 1 partners, so their average C̄ has

Var Re C̄ = [P² + S² + (n−1)J²]/(2M).

With real data, the scatter of the image averages gives this error without a model.

**What ignorance of the floor costs**

Put A = (X₁+X₂)/2 and D = (X₁−X₂)/2. Expanding the squares gives

|A|² − |D|² = Re X₁X₂*.

The averages are ⟨|A|²⟩ = S + Q/2 and ⟨|D|²⟩ = Q/2. Also ⟨AD*⟩ = (P − S + S − P)/4 = 0, so for Gaussian amplitudes |A|² and |D|² are uncorrelated. Their variances are the squares of their means, and

(S + Q/2)² + (Q/2)² = S² + SQ + Q²/2 = (P² + S²)/2,

as before. If Q were known, one would average the scans and subtract Q/2, with variance (S + Q/2)². For the same two scans, and leaving shared jitter aside, the cross-spectrum has an error bar larger by

√{1 + [(Q/2)/(S + Q/2)]²}.

This tends to 1 where the edge dominates and to √2 where the noise dominates.

**The procedure**

1. Extract the same edge from both scans and align the scans along the line.
2. Subtract each mean, transform, and form X₁X₂*.
3. Average the complex products over edges, then take the signed real part.
4. Average over bands of wavelength, and sum over m ≠ 0 for the roughness.
5. Attach errors from the variance formula or from the scatter between images.

The modulus must not replace the real part in step 3. Where S = 0 and the edges are independent, the real and imaginary parts of C̄ each have variance Q²/(2M). For large M they are nearly Gaussian, and the mean modulus of such a pair is its common standard deviation times √(π/2):

⟨|C̄|⟩ = Q √(π/(4M)).

A floor has returned, this time made by the analysis.

**Alignment**

If the second scan starts a distance δ further along the line, its edge is e(y + δ) and its amplitude is E exp(ikδ), apart from end effects and aliasing. Hence

⟨X₁X₂*⟩ = S exp(−ikδ), with real part S cos kδ.

Short wavelengths suffer first. To find δ, choose the trial value δ′ that maximizes the sum of Re[C̄ exp(ikδ′)] over wavelengths long enough to be well measured, then multiply C̄ by exp(ikδ′). Apart from end effects, this restores the whole spectrum only if δ is a whole number of samples. Otherwise the aliased signal, which comes from other wavenumbers, is left with the wrong phase. For the edge simulated below, a shift of 1 nm, half a sample, would leave only 16% of the spectrum between 4 and 5 nm and lower 3σ by 0.05 nm. A smaller step reduces this loss, and so does anything that weakens aliasing: with 1 nm of blur in both scans the same shift would leave 56% of that band and lower 3σ by only about 0.001 nm. If Gaussian residual shifts of rms size s remain from pair to pair, averaging exp(−ikδ) leaves the factor exp(−k²s²/2).

**A worked example**

The simulated edge has σ = 1 nm and ξ = 20 nm, with Δ = 2 nm and L = 2048 nm. Each scan has white noise of 0.8 nm rms and slow beam jitter of 0.4 nm rms with a correlation length of 30 nm, shared by the ten edges of an image. Forty image pairs give M = 400.

The band averages, in nm³, are:

400–100 nm: true 24.885; cross 24.892 ± 0.390; floor-subtracted 29.122
100–40 nm: true 7.753; cross 7.826 ± 0.089; floor-subtracted 8.654
40–15 nm: true 1.486; cross 1.473 ± 0.014; floor-subtracted 1.512
15–8 nm: true 0.341; cross 0.345 ± 0.006; floor-subtracted 0.267
8–4 nm: true 0.129; cross 0.129 ± 0.003; floor-subtracted 0.027

Here "true" means the finite-record spectrum S_m. The cross-spectrum lies within one standard error of it in every band. The floor-subtracted spectrum is too high at long wavelengths and too low at short ones. Its floor was the mean single-scan spectrum between 4 and 5 nm. White noise cancels in that subtraction, and what remains on average is

S + J − (S + J averaged over 4–5 nm).

Jitter is kept where it is strong, and a constant containing real edge signal is removed everywhere. In the total variance the first error adds 0.1554 nm² and the second removes 0.0577 nm². The expected variance is (2.971/3)² = 0.981 nm², so the floor method should give

3 √(0.981 + 0.155 − 0.058) = 3.115 nm.

The sample gave 3.123 nm, which is 5% above the true value. The two errors partly cancel in 3σ, so a fair total can hide a distorted spectrum.

The difference of the scans gives a noise of 0.893 nm rms per scan, against 0.891 nm expected. For a single edge, the price of not knowing the floor is an error bar 1.077 times larger at 20.1 nm and 1.320 times larger between 4 and 5 nm.

In that last band the true mean is 0.1044 nm³. The signed real part gives 0.1048 and the modulus 0.1171, which is 12% too high. White noise alone, with spectrum Δ × 0.8² = 1.28 nm³, would give a modulus floor of 1.28 √(π/1600) = 0.0567 nm³. The excess is smaller than this because the edge signal there is not zero. One per cent of the signed values in the band are negative, and they must stay in the average.

With the second scan displaced by 4.00 nm, the 40–15 nm band falls to 0.784 nm³. The search, using wavelengths above 20 nm, finds 3.95 nm, and undoing the phase restores 1.462 nm³. This displacement was common to all forty pairs. End effects put the expected result of the search at 3.97 nm, and its standard error is about 0.03 nm. Drift that differs between pairs must be found from the ten edges of each pair, with a standard error of about 0.19 nm.

The mean and variance formulas were tested on 400 image pairs, with the paths generated in real space. The squared deviation of the mean cross-spectrum from S_m, in units of its predicted variance, averaged 1.032 over frequency, where 1 is expected. For single edges, the ratios of simulated to predicted variance were 0.999 for the real part and 0.998 for the imaginary part. For image averages at the twenty lowest nonzero frequencies the ratio was 0.963. These are 8000 values. If they were Gaussian, the sampling error of the ratio would be √(2/8000) = 1.6%; averages of ten products have heavier tails, which raise it to about 1.8%. The shortfall is thus about two standard errors, and is compatible with chance. The random-phase approximation does not explain it: the neglected averages enter the variance as squared moduli, so they can only raise it, here by about 0.01%. The total variance is confirmed to a few per cent. The shared-jitter term is only about 11% of that total on average, so the term by itself is tested much less sharply.

**Shrinkage, blur and repeated errors**

Resist can shrink under the electron beam. If the whole edge retreats by the same distance between scans, only m = 0 changes. If the second edge is a smoothed copy with amplitude H(k)E, the result becomes H(k)S, apart from aliasing. Any new displacement uncorrelated with the original edge acts as noise and causes no bias. "Negligible shrinkage" therefore means a negligible change of the edge's shape, which is not the same as a negligible change of linewidth: a uniform retreat changes the linewidth alone, and smoothing can change the shape alone.

Gaussian smoothing of rms length s between the scans gives H = exp(−k²s²/2). Blur of rms length b present in both scans enters twice and gives exp(−k²b²). At a wavelength of 20.08 nm, a length of 1 nm puts these factors 4.8% and 9.3% below 1. At the same wavelength, without smoothing, aliasing adds 3.4% and leakage 0.93%. Smoothing acts before the edge is sampled, so it removes most of the aliased signal as well: the measured spectrum falls by 7.8% in the first case and by 12.2% in the second.

The effect on 3σ follows from the covariance at zero separation, which becomes σ²⟨exp(−|u|/ξ)⟩ with u Gaussian. Its variance is s² in the first case and 2b² in the second. To leading order the relative loss of variance is ⟨|u|⟩/ξ. This is √(2/π)/20 = 4.0% for smoothing and (2/√π)/20 = 5.6% for blur. The loss in 3σ is half as large, about 0.06 nm and 0.08 nm. Both exceed the statistical error of 0.013 nm.

Whatever repeats in both scans counts as edge. If 10% of the jitter power repeated, the spectrum would rise by 1.1% at 20 nm and by 1.8% at 205 nm. A common tilt with end-to-end displacement D is the ramp Dj/N. With w = exp(−2πim/N), Σ_j j wʲ = N/(w − 1), and |w − 1| ≈ 2πm/N for small m. The added spectrum is

(Δ/N) D² (N/2πm)² = L D²/(2πm)².

For D = 0.5 nm this is 1.4% of S at 410 nm. Since 2πm = kL, its ratio to S_c is D²(1 + k²ξ²)/(2σ²ξLk²). This falls with k towards D²ξ/(2σ²L), here about 0.1%, so the tilt distorts the spectrum mainly at the longest wavelengths. It still counts in the total: its variance, D²/12 ≈ 0.021 nm², raises 3σ by about 0.03 nm, which is more than the statistical error.

**Beside real resist lines**

The edge parameters are round values in the rough regime of chemically amplified resist exposed with extreme-ultraviolet light, where 3σ is a few nanometres and correlation lengths are roughly tens of nanometres or less. The noise depends on electron dose and tool. The jitter here was chosen large enough to matter, and a quieter tool would bring the floor method's long-wavelength error down. The method would still subtract edge signal: with no jitter at all, its expected 3σ would be 2.891 nm, which is too low. The size of this error belongs to the 2 nm step and the unblurred edge. With a 1 nm step and the floor read between 2 and 2.5 nm the value would be 2.931 nm. With the 2 nm step and 1 nm of blur in both scans it would be 2.880 nm, against 2.888 nm from the cross-spectrum, a gap smaller than the statistical error. The example also assumes an unchanged edge shape and a negligible beam width. Smoothing or blur of 1 nm would lower 3σ by the 2 to 3% found above. The exponential covariance is also a choice: an edge whose spectrum falls faster than k⁻² has weaker aliasing. The values from the simulation are in the numerical output below.

Computed values

```
Step 2.0 nm, record 2048 nm, 1024 points
Edge rms 1.00 nm, correlation length 20 nm
White noise rms 0.80 nm per scan
Jitter rms 0.40 nm, correlation length 30 nm
Example: 40 image pairs, 10 edges each, M = 400
Test ensemble: 400 image pairs, 4000 edges
Band means in nm^3: true | cross +- std error | floor-subtracted
 400-100 nm: 24.885 | 24.892 +- 0.390 | 29.122
 100-40 nm: 7.753 | 7.826 +- 0.089 | 8.654
 40-15 nm: 1.486 | 1.473 +- 0.014 | 1.512
 15-8 nm: 0.341 | 0.345 +- 0.006 | 0.267
 8-4 nm: 0.129 | 0.129 +- 0.003 | 0.027
3 sigma expected in this record: 2.971 nm
3 sigma cross-spectrum: 2.978 nm
  its standard error: 0.013 nm
3 sigma raw single scan: 4.005 nm
3 sigma floor-subtracted: 3.123 nm
Floor method, expected 3 sigma: 3.115 nm
  jitter variance kept: 0.1554 nm^2
  tail variance removed: 0.0577 nm^2
Noise rms from scan difference: 0.893 nm
  expected noise rms: 0.891 nm
4-5 nm band, true: 0.1044 nm^3
  signed real part: 0.1048 nm^3
  modulus: 0.1171 nm^3
  negative bins: 1.0 %
Modulus floor, white noise only: 0.0567 nm^3
Error-bar ratio to known floor, 20.1 nm: 1.077
  same ratio in 4-5 nm band: 1.320
Variance ratios sim/formula: Re 0.999, Im 0.998
  image means with shared jitter: 0.963
Mean squared z over frequencies: 1.032
Imposed shift 4.00 nm, recovered 3.95 nm
  40-15 nm band before: 0.784 nm^3
  40-15 nm band after: 1.462 nm^3
Reference wavelength: 20.08 nm
  cosine factor for the shift: 0.314
  aliasing: +3.4 %
  leakage: +0.93 %
  1 nm smoothing between scans: -4.8 %
  1 nm blur in both scans: -9.3 %
  10 % of jitter power repeated: +1.1 %
Same repeat at 205 nm: +1.8 %
Aliasing factor at 4 nm: 2.47
Common tilt 0.5 nm end to end, at 410 nm: +1.4 %
```
